# Why Time Reversal Forbids Electric Dipoles and Magnetic Quadrupoles in Isolated Levels

A charged particle with spin, bound at the centre of a spherical trap, can be prepared with its angular momentum pointing up. The state then has a preferred direction, and one may ask why the charge is not displaced along it. Parity gives one answer: a state of definite parity has a charge density symmetric under \(\mathbf r\to-\mathbf r\), so \(\langle z\rangle=0\). But the weak interaction breaks parity, and energy levels are then slightly mixed in parity. Does the charge now move off centre?

It need not. If the forces respect rotations and time reversal, an isolated level still has no electric dipole, however strongly parity is broken. A model with two kinds of parity breaking shows what happens, and a short symmetry argument then covers all moments.

## Two ways of breaking parity

Take a spin-½ particle in an isotropic oscillator, with \(\hbar\), the mass and the frequency set to 1:

\[
H=\tfrac12 p^2+\tfrac12 r^2+a\,\mathbf L\cdot\mathbf S+V,\qquad \mathbf S=\tfrac12\boldsymbol\sigma .
\]

Energies are in units of \(\hbar\omega\) and lengths in units of \(\sqrt{\hbar/(\text{mass}\cdot\omega)}\). The dipole moment is the charge times \(\langle\mathbf r\rangle\), so it is enough to follow \(\langle z\rangle\).

For \(V=0\), consider the level p\(_{3/2}\) with one oscillator quantum. From \(\mathbf L\cdot\mathbf S=\tfrac12[j(j+1)-l(l+1)-\tfrac34]\), which is \(\tfrac12\) for p\(_{3/2}\) and \(-\tfrac32\) for d\(_{3/2}\),

\[
E_p=\tfrac52+\tfrac a2,\qquad E_d=\tfrac72-\tfrac{3a}2,\qquad \Delta=E_d-E_p=1-2a ,
\]

where d\(_{3/2}\) has two quanta. With \(a=0.2\) the energies are 2.6 and 3.2, and \(\Delta=0.6\).

Time reversal \(\Theta\) leaves \(\mathbf r\) unchanged and reverses \(\mathbf p\), \(\mathbf L\) and \(\boldsymbol\sigma\). Two rotationally invariant terms that break parity are therefore quite different:

- \(V=w\,\boldsymbol\sigma\cdot\mathbf p\) respects time reversal, because both factors change sign.
- \(V=g\,\boldsymbol\sigma\cdot\mathbf r\) violates it, because only the spin changes sign.

Both mix the same state into the level. Let \(|p\,m\rangle\) be a p\(_{3/2}\) state. The vector \(\boldsymbol\sigma\cdot\mathbf r\,|p\,m\rangle\) has \(j=\tfrac32\) and even parity, and it contains zero or two quanta. The zero-quantum states have \(j=\tfrac12\), and the only two-quantum states with \(j=\tfrac32\) are d\(_{3/2}\). So \(\boldsymbol\sigma\cdot\mathbf r\,|p\,m\rangle\) is a pure d\(_{3/2}\) state.

For the other term, write \(r_i=(a_i+a_i^\dagger)/\sqrt2\) and \(p_i=i(a_i^\dagger-a_i)/\sqrt2\), where \(a_i\) removes a quantum. Subtraction gives \(p_i=i r_i-i\sqrt2\,a_i\). The vector \(\sum_i\sigma_i a_i|p\,m\rangle\) would have zero quanta and \(j=\tfrac32\); no such state exists, so it vanishes. Hence

\[
\boldsymbol\sigma\cdot\mathbf p\,|p\,m\rangle=i\,\boldsymbol\sigma\cdot\mathbf r\,|p\,m\rangle .
\]

First-order perturbation theory adds \(V|p\,m\rangle/(E_p-E_d)=-V|p\,m\rangle/\Delta\). The two perturbed states, normalized to first order, are

\[
|\psi_r\rangle=\Big(1-\frac g\Delta\,\boldsymbol\sigma\cdot\mathbf r\Big)|p\,m\rangle,\qquad
|\psi_p\rangle=\Big(1-i\,\frac w\Delta\,\boldsymbol\sigma\cdot\mathbf r\Big)|p\,m\rangle .
\]

They differ by a factor \(i\) in the admixture. Since \((\boldsymbol\sigma\cdot\mathbf r)^2=r^2\), and the oscillator virial theorem gives \(\langle r^2\rangle=\tfrac52\) for one quantum, the admixed weight for \(g=w=0.02\) is in both cases

\[
\frac52\Big(\frac{0.02}{0.6}\Big)^2=0.00278 .
\]

Diagonalization gives 0.00276 for each. The parity impurity is the same, but the dipole is not.

## Moving the charge or twisting the spin

Let \(A\) be an operator of odd parity, so that its mean value vanishes before mixing. Keeping terms linear in the coupling,

\[
\langle A\rangle_r=-\frac g\Delta\langle A\,\boldsymbol\sigma\cdot\mathbf r+\boldsymbol\sigma\cdot\mathbf r\,A\rangle,\qquad
\langle A\rangle_p=-\frac{iw}\Delta\langle A\,\boldsymbol\sigma\cdot\mathbf r-\boldsymbol\sigma\cdot\mathbf r\,A\rangle ,
\]

with the right-hand averages taken in \(|p\,m\rangle\). The minus sign in the second formula comes from conjugating \(i\) in the bra.

For \(A=z\) the second bracket is zero, because \(z\) commutes with \(\boldsymbol\sigma\cdot\mathbf r\). The first is \(2\langle z\,\boldsymbol\sigma\cdot\mathbf r\rangle\). Evaluate it at \(m=\tfrac32\), where the wavefunction is proportional to \((x+iy)e^{-r^2/2}\) with spin up. The terms with \(\sigma_x\) and \(\sigma_y\) flip the spin and drop out, leaving \(2\langle z^2\rangle\). The motion along \(z\) is in its ground state, so \(\langle z^2\rangle=\tfrac12\), and

\[
\langle z\rangle_r=-\frac g\Delta=-\frac{0.02}{0.6}=-0.0333,\qquad \langle z\rangle_p=0 .
\]

Diagonalization gives \(-0.0332\) for the first and zero within rounding for the second.

The operators in front of \(|p\,m\rangle\) show what each term does. The factor \(1-(g/\Delta)\boldsymbol\sigma\cdot\mathbf r\) changes the size of the wavefunction: it is reduced where \(\mathbf r\) points along the spin and enlarged on the opposite side. Charge moves. The factor \(1-i(w/\Delta)\boldsymbol\sigma\cdot\mathbf r\) is, to first order, \(\exp[-i(w/\Delta)\boldsymbol\sigma\cdot\mathbf r]\), which at each point is a rotation of the spin. It leaves the density alone and turns the spin about the local direction \(\mathbf r\).

That twist can be seen in the vector \(\mathbf r\times\boldsymbol\sigma\). The rotation changes the spin by

\[
\delta\boldsymbol\sigma=\frac{2w}\Delta\,\mathbf r\times\boldsymbol\sigma ,
\]

the factor 2 arising because \(\exp(-i\theta\,\mathbf n\cdot\boldsymbol\sigma/2)\) rotates by the angle \(\theta\). Using \(\mathbf r\times(\mathbf r\times\boldsymbol\sigma)=\mathbf r(\mathbf r\cdot\boldsymbol\sigma)-r^2\boldsymbol\sigma\) and again keeping the spin-up average,

\[
\langle(\mathbf r\times\boldsymbol\sigma)_z\rangle_p=\frac{2w}\Delta\langle z^2-r^2\rangle=\frac{2w}\Delta\Big(\frac12-\frac52\Big)=-\frac{4w}\Delta=-0.133 .
\]

Diagonalization also gives \(-0.133\). Parity breaking has thus produced a vector along \(\mathbf J\), but one that reverses under time reversal, as \(\mathbf J\) does.

## The general argument

So far the dipole has been shown to vanish to first order in one model. The general result needs these assumptions. The Hamiltonian is invariant under rotations and under \(\Theta\). The level consists of a single multiplet \(|j\,m\rangle\) of the total angular momentum \(\mathbf J\), including every spin in the system; this is the sense in which the level is nondegenerate. The operator \(A^k_0\) is the Hermitian zero component of a tensor of rank \(k\), and it has a definite time-reversal sign \(\tau=\pm1\):

\[
\Theta A^k_0\Theta^{-1}=\tau A^k_0 .
\]

Because \(\Theta\) commutes with \(H\), it maps the level to itself. Because it reverses \(J_z\), it takes \(m\) to \(-m\). With only one state for each \(m\), this means \(\Theta|m\rangle=c_m|{-m}\rangle\) with \(|c_m|=1\).

\(\Theta\) is antiunitary, which means \(\langle\Theta a|\Theta b\rangle=\langle a|b\rangle^*\). Put \(a=|m\rangle\) and \(b=A^k_0|m\rangle\). The right side is \(\langle m|A^k_0|m\rangle^*\), which is real by Hermiticity. On the left, moving \(\Theta\) through the operator gives the factor \(\tau\), and the phases combine to \(|c_m|^2=1\). Therefore

\[
\langle m|A^k_0|m\rangle=\tau\,\langle{-m}|A^k_0|{-m}\rangle .
\]

Now rotate by \(\pi\) about the \(y\) axis. This also takes \(|m\rangle\) to \(|{-m}\rangle\), up to a phase. The operator \(A^k_0\) transforms like the Legendre polynomial \(P_k(\cos\theta)\), and the rotation changes \(\cos\theta\) to \(-\cos\theta\), so the operator acquires \((-1)^k\). Hence

\[
\langle{-m}|A^k_0|{-m}\rangle=(-1)^k\langle m|A^k_0|m\rangle .
\]

Combining the two relations,

\[
\big[1-\tau(-1)^k\big]\langle m|A^k_0|m\rangle=0 .
\]

If \(\tau\neq(-1)^k\), every diagonal element of \(A^k_0\) is zero. Elements between different \(m\) vanish as well, because a zero component commutes with \(J_z\). So \(A^k_0\) vanishes on the whole level. The other components follow from commutators with \(J_\pm\), which do not leave the level, so they vanish too.

In the language of the Wigner-Eckart theorem, all elements of \(A^k\) within the level are Clebsch-Gordan coefficients times one reduced element \(\langle j\|A^k\|j\rangle\). For \(k\le 2j\) that reduced element must be zero. For \(k>2j\) the coefficients already vanish.

Physically, time reversal turns the angular momentum over and the rotation turns it back. The state is restored, but the operator has been multiplied by \(\tau(-1)^k\). A moment can survive only if this factor is \(+1\): even ranks for time-even operators, odd ranks for time-odd ones.

The electric dipole has \(k=1\), \(\tau=+1\), and is forbidden. The magnetic quadrupole has \(k=2\), \(\tau=-1\), and is forbidden. The magnetic dipole (\(k=1\), \(\tau=-1\)) and electric quadrupole (\(k=2\), \(\tau=+1\)) are allowed. So is \(\mathbf r\times\boldsymbol\sigma\), as far as time reversal is concerned; it needs parity breaking to appear.

## The magnetic quadrupole

For a particle with spin factor \(g_s\), take

\[
M_{20}=2zL_z+g_s(3zS_z-\mathbf r\cdot\mathbf S),
\]

whose relative weights come from the moment \(\frac1{k+1}\int\nabla f\cdot(\mathbf r\times\mathbf j)\,d^3r\) of a current density \(\mathbf j\), with \(f\) a harmonic polynomial of degree \(k\). For unit charge and mass the orbital current gives \(\nabla f\cdot\mathbf L/(k+1)\). The spin current is \(\nabla\times\mathbf M\), with magnetic moment \(\tfrac12g_s\mathbf S\) located at the particle. Integration by parts turns its contribution into \(\frac1{k+1}\int\mathbf M\cdot\nabla\times(\nabla f\times\mathbf r)\,d^3r\). Since \(\nabla\cdot\mathbf r=3\), \(\nabla^2f=0\) and \((\mathbf r\cdot\nabla)\nabla f=(k-1)\nabla f\), one has \(\nabla\times(\nabla f\times\mathbf r)=[3+(k-1)-1]\nabla f=(k+1)\nabla f\), so the spin part is \(\tfrac12g_s\nabla f\cdot\mathbf S\). For \(k=2\) and \(f=3z^2-r^2\), \(\nabla f=6z\hat{\mathbf z}-2\mathbf r\); with \(\mathbf r\cdot\mathbf L=0\) the two parts are \(2zL_z\) and \(g_s(3zS_z-\mathbf r\cdot\mathbf S)\). The spin-orbit and \(\boldsymbol\sigma\cdot\mathbf p\) terms would add currents of their own. They are left out here; their contributions to the magnetic quadrupole are time-odd and of rank 2, so the same rule applies to them.

With \(V=g\,\boldsymbol\sigma\cdot\mathbf r\) time reversal is broken and the quadrupole may appear. At \(m=\tfrac32\) the three parts of the first-order average \(\langle M_{20}\,\boldsymbol\sigma\cdot\mathbf r+\boldsymbol\sigma\cdot\mathbf r\,M_{20}\rangle\) are:

- Orbital part: \(L_z\) commutes with \(z\) and equals 1 in the state, so each ordering gives \(2\langle z\,\boldsymbol\sigma\cdot\mathbf r\rangle=1\). The sum is 2.
- The part with \(3zS_z=\tfrac32z\sigma_z\): since \(\sigma_z\,\boldsymbol\sigma\cdot\mathbf r+\boldsymbol\sigma\cdot\mathbf r\,\sigma_z=2z\), it gives \(g_s\cdot3\langle z^2\rangle=\tfrac32g_s\).
- The part with \(-\mathbf r\cdot\mathbf S=-\tfrac12\boldsymbol\sigma\cdot\mathbf r\): it gives \(-g_s\langle r^2\rangle=-\tfrac52g_s\).

The total is \(2-g_s\), and so

\[
\langle M_{20}\rangle_r=-\frac g\Delta(2-g_s)=(g_s-2)\frac g\Delta .
\]

For \(g_s=4\) this is \(2\times0.0333=0.0667\); diagonalization gives 0.0663. For \(g_s=2\) the value is zero, although the time-reversal rule does not demand it: the rule says which moments may exist, not that they do. This zero is not limited to first order. For one spin-½ particle, any state with \(j=\tfrac32\) has only a p and a d angular part, each with its own radial function. \(M_{20}\) has odd parity and is \(r\) times an operator on angles and spin, so only the p–d element contributes. That element is a radial integral times an angular factor. In the calculation above the spin-flip terms drop out of each ordering separately, so each gives the same real number \(\tfrac12(2-g_s)\); the angular factor itself is therefore proportional to \(2-g_s\), even when the radial integral is complex. The mean value therefore vanishes at \(g_s=2\) for any strength of a rotationally invariant \(V\). With \(V=w\,\boldsymbol\sigma\cdot\mathbf p\) the quadrupole vanishes for any \(g_s\), by the general argument.

One further result may look surprising: \(\boldsymbol\sigma\cdot\mathbf r\) breaks both parity and time reversal, yet it gives \(\langle\mathbf r\times\boldsymbol\sigma\rangle=0\). The reason is that it preserves their product. That product is also antiunitary and reverses \(\mathbf J\), so the proof can be repeated with \(\tau\) replaced by \(\pi\tau\), where \(\pi\) is the parity of the operator. For \(\mathbf r\times\boldsymbol\sigma\), \(\pi\tau=+1\) while \((-1)^k=-1\), and the moment is forbidden.

## What an electric field sees

A permanent dipole shows itself as an energy shift linear in a weak field. Add \(Fz\) to \(H\), with \(F\) in units of \(\hbar\omega\) per unit length. Within the level \(z\) is proportional to \(J_z\), so the outermost states \(m=\pm\tfrac32\) separate by \(2|\langle z\rangle|F\).

With \(\boldsymbol\sigma\cdot\mathbf r\) the computed separation is \(0.0663\,F\), twice the dipole found above. With \(\boldsymbol\sigma\cdot\mathbf p\) the level splits by \(2.24\times10^{-8}\) at \(F=0.001\) and by \(8.96\times10^{-8}\) at \(F=0.002\). Doubling the field multiplies the splitting by 4.00: the field induces a dipole, but finds none already there. This is the ordinary quadratic Stark effect; with \(w=0\) the splitting at \(F=0.001\) is the same to these digits.

## When levels coincide

The proof used the fact that \(\Theta\) returns a multiplet to itself. At \(a=\tfrac12\) this can fail. Then \(\Delta=0\), and p\(_{3/2}\) and d\(_{3/2}\) form one level of eight states at energy 2.75. Set \(V=0\), so that neither parity nor time reversal is broken.

Define \(|d\,m\rangle=\sqrt{2/5}\;\boldsymbol\sigma\cdot\mathbf r\,|p\,m\rangle\), which is normalized because \(\langle r^2\rangle=\tfrac52\). Within p\(_{3/2}\), \(z\,\boldsymbol\sigma\cdot\mathbf r\) is the zero component of a vector, so by the Wigner-Eckart theorem it is proportional to \(J_z\). Its value \(\tfrac12\) at \(m=\tfrac32\) fixes the factor at \(\tfrac13\). Thus

\[
\langle d\,m|z|p\,m\rangle=\sqrt{\tfrac25}\,\frac m3=c\,m,\qquad c=0.211 .
\]

Parity removes the elements of \(z\) within p and within d. The combinations \(|\pm,m\rangle=(|p\,m\rangle\pm|d\,m\rangle)/\sqrt2\) therefore form two multiplets, in which \(z=+cJ_z\) and \(z=-cJ_z\). At \(m=\tfrac32\) the mean displacement is \(\pm0.316\), and the field splits the level linearly, with total width \(0.632\,F\).

Time reversal is not violated. Since \(\boldsymbol\sigma\cdot\mathbf r\) is time-odd, \(\Theta\) gives \(|d\,m\rangle\) an extra minus sign relative to \(|p\,m\rangle\), and so it sends \(|+,m\rangle\) to \(|-,-m\rangle\). Both the angular momentum and the coefficient of \(J_z\) change sign, leaving \(\langle z\rangle\) unchanged. The two multiplets are partners under time reversal, and neither is mapped to itself.

A small gap restores the rule, though a modest field can hide it. Keeping just p\(_{3/2}\) and d\(_{3/2}\), with \(V=0\), the energies for given \(m\) are

\[
E=\frac{E_p+E_d}2\pm\frac12\sqrt{\Delta^2+4c^2m^2F^2} .
\]

For \(2c|m|F\ll\Delta\) the shifts are \(\pm c^2m^2F^2/\Delta\), quadratic in the field. For \(2c|m|F\gg\Delta\) they become linear, as if the system had a permanent dipole; in fact the field has aligned one by mixing the two parities. The formula describes only the mutual repulsion of the two levels. The omitted levels (s\(_{1/2}\), d\(_{5/2}\) and others) add about \(-0.3F^2\) to \(-0.8F^2\) to each energy, which is negligible only when \(c^2m^2/\Delta\gg1\). At \(\Delta=0.6\) it is not: the formula would split p\(_{3/2}\) by \(1.48\times10^{-7}\) at \(F=0.001\), against the actual \(2.24\times10^{-8}\). What tests time reversal is the slope at vanishing field of a truly isolated level of a rotationally invariant system. A nonzero slope there requires both parity and time reversal to be broken. Without rotational invariance, as for a particle in a polar crystal environment, the argument does not apply and a dipole can exist with time reversal intact.

## Calculated quantities

```
Units: energy hbar*omega, length sqrt(hbar/(mass*omega))
tensors checked for sign (-1)^k, j = 1/2 to 3: 27
basis states: 168, most quanta: 6
a = 0.2, w or g = 0.02, g factor gs = 4.0
energy p3/2, no mixing: 2.6000 hbar*omega
energy d3/2, no mixing: 3.2000 hbar*omega
gap Delta: 0.6000 hbar*omega
Operator signs: rank k, parity pi, time reversal tau
  electric dipole: k=1 pi=-1 tau=+1
  magnetic dipole: k=1 pi=+1 tau=-1
  electric quadrupole: k=2 pi=+1 tau=+1
  magnetic quadrupole: k=2 pi=-1 tau=-1
  r x sigma: k=1 pi=-1 tau=-1
Mean values at m=3/2 (oscillator units), by added term
  electric dipole: none 0.00000, sigma.p 0.00000, sigma.r -0.03317
  magnetic dipole: none 3.00000, sigma.p 2.99338, sigma.r 2.99338
  electric quadrupole: none -1.00000, sigma.p -1.00044, sigma.r -1.00177
  magnetic quadrupole: none 0.00000, sigma.p 0.00000, sigma.r 0.06634
  r x sigma: none 0.00000, sigma.p -0.13260, sigma.r 0.00000
  (magnitudes below 1e-10 are printed as zero)
even-parity weight, sigma.p: 0.002757
even-parity weight, sigma.r: 0.002757
first-order weight: 0.002778
first-order <z>, sigma.r: -0.03333 length
first-order <M20>, sigma.r: 0.06667
first-order <(r x sigma)_z>, sigma.p: -0.13333 length
Stark width/field, sigma.r: 0.06634 length
Stark width, sigma.p, field 0.001: 2.2398e-08 hbar*omega
Stark width, sigma.p, field 0.002: 8.9593e-08 hbar*omega
ratio of these widths: 4.0000
degenerate case a = 0.5: energy 2.7500 hbar*omega
degenerate case, states in level: 8
degenerate case, c in z = +-c J_z: 0.21082 length
degenerate case, <z> at m=3/2: +-0.31623 length
degenerate case, Stark width/field: 0.63246 length
```
